\section*{Area Scaling of the Characteristic Lifetime in Percolation Breakdown}

\section{Result and assumptions}

A gate oxide of area $A$ is under constant stress. Its characteristic lifetime $T$ is the time by which a fraction $1-e^{-1}\approx 63.2\,\%$ of identical devices have broken down. If breakdown can start at many independent, equivalent sites, and if the Weibull slope $\beta$ is constant over the relevant times, then
\begin{equation}
\frac{T(A_2)}{T(A_1)}=\left(\frac{A_2}{A_1}\right)^{-1/\beta}.
\label{eq:main}
\end{equation}
The assumptions are these.
\begin{enumerate}
\item The area is divided into $N=A/a$ sites, each of area $a$. All have the same thickness and stress, and hence the same failure probability $F_1(t)$.
\item The sites fail independently of one another.
\item The device fails when its first site fails.
\item The cumulative hazard of a site, defined below, is a power law of time.
\end{enumerate}
The first three give a scaling law with a local, possibly varying exponent. The fourth makes the exponent constant. In the percolation model below, a site's hazard is approximately a power of the defect density when defects are dilute. The fourth assumption then follows if the defect density itself grows as a power of time, which is assumed there.

Logarithms are natural. Times are in seconds, areas in $\mu\mathrm{m}^2$ and microscopic lengths in nm, because atomic units are unnatural for device lifetimes.

\section{From independent sites to the area law}

\subsection{Survival of the device}

A site survives to time $t$ with probability $1-F_1(t)$. The device survives if every site does. Independence turns the joint probability into a product:
\begin{equation}
S_A(t)=[1-F_1(t)]^N .
\end{equation}
Define the cumulative hazard of one site by
\begin{equation}
h_1(t)=-\ln[1-F_1(t)] .
\end{equation}
Then $1-F_1=e^{-h_1}$, and
\begin{equation}
S_A(t)=e^{-N h_1(t)} .
\label{eq:surv}
\end{equation}
Hazards add where survival probabilities multiply. With the device failure probability $F_A=1-S_A$, the ordinate of a Weibull plot is
\begin{equation}
W_A(t)=\ln[-\ln(1-F_A)]=\ln N+\ln h_1(t).
\label{eq:weibull}
\end{equation}
Plotted against $\ln t$, the curves for two areas therefore differ by the vertical shift $\ln(A_2/A_1)$. Their slope at a given time is the same,
\begin{equation}
\beta(t)=\frac{d\ln h_1}{d\ln t}.
\label{eq:slope}
\end{equation}

\subsection{The local scaling law}

At the characteristic lifetime $S_A=e^{-1}$, so (\ref{eq:surv}) gives
\begin{equation}
N h_1(T)=1,\qquad \ln N+\ln h_1(T)=0 .
\label{eq:defT}
\end{equation}
Treat $N$ as a continuous variable and differentiate with respect to $\ln N$. The chain rule and (\ref{eq:slope}) give
\begin{equation}
1+\beta(T)\frac{d\ln T}{d\ln N}=0 .
\end{equation}
Since $a$ is fixed, $d\ln N=d\ln A$, and therefore
\begin{equation}
\frac{d\ln T}{d\ln A}=-\frac{1}{\beta(T)} .
\label{eq:local}
\end{equation}
This holds for any smooth, increasing $h_1$. The minus sign says that a larger area offers more chances of an early failure. A steep Weibull plot means that site lifetimes in the relevant tail are closely spaced in $\ln t$, so that adding sites shortens the life only a little.

If $\beta$ is constant between the two lifetimes, integration gives
\begin{equation}
\ln\frac{T(A_2)}{T(A_1)}=-\frac1\beta\ln\frac{A_2}{A_1},
\end{equation}
which is (\ref{eq:main}).

\subsection{Why independence alone is not enough}

Suppose conversely that $T=CN^{-1/\beta}$ over a range of areas, with constant $C$ and $\beta$. Then $1/N=(T/C)^\beta$. By (\ref{eq:defT}), $h_1(T)=1/N$, so
\begin{equation}
h_1(t)=(t/C)^\beta
\end{equation}
for all times $t$ covered by the lifetimes in that range. Constant-exponent scaling and a Weibull site law thus imply each other there.

A lognormal site law shows the difference. Let $\ln t$ of a site be normally distributed with standard deviation 1. The sites are still independent, but the mean exponent $\Delta\ln T/\Delta\ln A$ is $-0.237$ between $N=10^4$ and $10^5$, and $-0.158$ between $N=10^9$ and $10^{10}$. Equation (\ref{eq:local}) remains valid; its right-hand side changes with area.

\section{How percolation supplies the power law}

\subsection{Failure of one column}

Let a site be a column of $n$ cubic cells reaching through the oxide. It conducts when all $n$ cells contain at least one defect. Stress creates defects at random positions, and they do not disappear. Their mean number per cell is taken as
\begin{equation}
\lambda(t)=(t/\tau)^\alpha ,
\label{eq:lambda}
\end{equation}
where $\tau$ is the time at which the mean reaches one. This growth law is an assumption of the model.

For random placement the number of defects in a cell has a Poisson distribution, and disjoint cells are independent. A cell is empty with probability $e^{-\lambda}$, so it is defective with probability
\begin{equation}
p=1-e^{-\lambda}.
\end{equation}
All $n$ cells of the column must be defective:
\begin{equation}
F_1=p^n=(1-e^{-\lambda})^n .
\label{eq:column}
\end{equation}
For $\lambda\ll1$ one has $p\approx\lambda$ and $h_1\approx F_1$, hence
\begin{equation}
h_1(t)\approx\lambda^n=(t/\tau)^{n\alpha},\qquad \beta\approx n\alpha .
\label{eq:dilute}
\end{equation}
The slope is proportional to the number of cells that must fail together. Within this model, at fixed cell size and fixed $\alpha$, a thinner oxide has a smaller $n$, a smaller slope, and a stronger dependence of lifetime on area.

\subsection{The slope beyond the dilute limit}

Differentiating $h_1=-\ln(1-F_1)$ gives $dh_1=dF_1/(1-F_1)$, so
\begin{equation}
\beta(t)=\frac{1}{(1-F_1)h_1}\frac{dF_1}{d\ln t}.
\end{equation}
From $F_1=p^n$, $dp=e^{-\lambda}d\lambda$ and $d\lambda/d\ln t=\alpha\lambda$ it follows that
\begin{align}
\frac{dF_1}{d\ln t}
&=nF_1\,\frac1p\frac{dp}{d\ln t}
=nF_1\frac{\alpha\lambda e^{-\lambda}}{1-e^{-\lambda}}
=n\alpha F_1\frac{\lambda}{e^\lambda-1},\\
\beta(t)&=n\alpha\,\frac{\lambda}{e^\lambda-1}\,
\frac{F_1}{(1-F_1)h_1}.
\label{eq:fullslope}
\end{align}
For small $\lambda$ the first fraction is $1-\lambda/2+\cdots$. Since $h_1=F_1+F_1^2/2+\cdots$, the second is $1+F_1/2+\cdots$. For $n\ge2$, $F_1$ is of order $\lambda^2$ or smaller, and
\begin{equation}
\beta=n\alpha\left[1-\frac{\lambda}{2}+O(\lambda^2)\right].
\label{eq:slopecorr}
\end{equation}
The slope falls because new defects increasingly land in cells that are already defective. For $n=1$ the two corrections cancel: (\ref{eq:column}) gives $1-F_1=e^{-\lambda}$ and $h_1=\lambda$, a Weibull law without approximation.

\subsection{Lifetime and its first correction}

At $t=T$, equation (\ref{eq:defT}) requires $p^n=1-e^{-1/N}$. Put $\varepsilon=N^{-1/n}$ and take $n\ge2$. Then
\begin{align}
p&=\left(\frac1N-\frac1{2N^2}+\cdots\right)^{1/n}
=\varepsilon\left[1+O(\varepsilon^2)\right],\\
\lambda&=-\ln(1-p)=p+\frac{p^2}{2}+\cdots
=\varepsilon\left[1+\frac{\varepsilon}{2}+O(\varepsilon^2)\right].
\end{align}
The correction in the first line is of relative order $1/N=\varepsilon^n$, which is at most of order $\varepsilon^2$. Inverting (\ref{eq:lambda}), $T=\tau\lambda^{1/\alpha}$, gives
\begin{equation}
T=\tau N^{-1/(n\alpha)}
\left[1+\frac{N^{-1/n}}{2\alpha}+O(N^{-2/n})\right].
\label{eq:Tcorr}
\end{equation}
The condition for simple scaling is therefore $N^{-1/n}\ll1$, with $N^{-1/n}\ll2\alpha$ as well. A large $N$ alone may not suffice when $n$ is also large.

\section{Worked example}

\subsection{Lifetimes for four areas}

Take a thickness of 3 nm, a cell edge of 1 nm, $\alpha=0.5$ and $\tau=10^{10}$ s. These are round model parameters at one fixed stress. They give $n=3$ and $\beta\approx3\times0.5=1.5$. One site occupies $1\ \mathrm{nm}^2$, so an area of $1\ \mu\mathrm{m}^2$ contains $N=10^6$ sites. The leading term of (\ref{eq:Tcorr}) is
\begin{equation}
T\approx10^{10}\,(10^6)^{-1/1.5}\ \mathrm{s}
=10^{10}\times10^{-4}\ \mathrm{s}=10^6\ \mathrm{s}.
\end{equation}
Because $2\alpha=1$, the first correction factor is $1+(10^6)^{-1/3}=1.01$. The full site law gives $1.010\times10^6$ s, or 281 h. The other areas follow in the same way:
\begin{center}
\begin{tabular}{cccc}
$A$ ($\mu\mathrm{m}^2$) & $N$ & $T$, full (s) & $T$, power law (s)\\
$1$ & $10^6$ & $1.010\times10^6$ & $1.000\times10^6$\\
$10^2$ & $10^8$ & $4.652\times10^4$ & $4.642\times10^4$\\
$10^4$ & $10^{10}$ & $2155$ & $2154$\\
$10^6$ & $10^{12}$ & $100.0$ & $100.0$
\end{tabular}
\end{center}
A millionfold increase in area shortens the lifetime by a factor of about $10^4$. The power law becomes more accurate for larger devices because they fail at a lower defect density.

The local slope tells the same story. For $N=10^6$ it is 1.4925, as (\ref{eq:slopecorr}) predicts with $\lambda\approx0.01$. For $N=20$ it has dropped to 1.215, and the area exponent is $-0.823$ instead of the dilute value $-0.667$. In both cases a numerical derivative of $\ln T$ agrees with $-1/\beta(T)$.

The column law was also tested by placing defects at random in 20\,000 model devices at the predicted $T$. The failed fractions were 0.631 for $N=100$ and 0.632 for $N=1600$, with a standard error of 0.003, against the expected 0.632.

\subsection{Early failures}

A product must meet a much smaller failure fraction than 63.2\,\%. Let $t_F$ be the time at which a fraction $F$ has failed. Equation (\ref{eq:surv}) gives $Nh_1(t_F)=-\ln(1-F)$. Division by $Nh_1(T)=1$ and use of $h_1\propto t^\beta$ yield
\begin{equation}
t_F=T[-\ln(1-F)]^{1/\beta}.
\label{eq:early}
\end{equation}
For 100 ppm, $F=10^{-4}$ and $-\ln(1-F)\approx10^{-4}$. The largest device above then has
\begin{equation}
t_F\approx100\ \mathrm{s}\times(10^{-4})^{1/1.5}\approx0.22\ \mathrm{s}.
\end{equation}
Asking for a small failure fraction costs the same factor as enlarging the area by $1/[-\ln(1-F)]$, here about $10^4$. Both move the relevant event into the early tail of the site law.

\subsection{A thicker oxide}

Double the number of layers to $n=6$ and keep $\alpha$ and $\tau$. The dilute slope is then 3. For an increase in area from $10^2$ to $10^4\ \mu\mathrm{m}^2$, (\ref{eq:main}) predicts that the lifetime falls by
\begin{equation}
100^{1/1.5}=21.5\quad(n=3),\qquad
100^{1/3}=4.64\quad(n=6).
\end{equation}
The full site law gives 21.6 and 4.76. The larger discrepancy for $n=6$ comes from a higher defect density at failure. With $N^{-1/6}=0.0464$ and $0.0215$ for the two areas, (\ref{eq:Tcorr}) multiplies the factor 4.64 by $1.0464/1.0215=1.024$. This accounts for most of the difference; the rest is of higher order.

\section{When paths share cells}

Separate columns are a simplification, since a path may also pass diagonally from one column to the next. Neighbouring paths then share cells and are not independent. A single row of columns with two layers is the simplest case in which the effect on the scaling can be calculated.

Consider a ring of $L$ columns with one upper and one lower cell each. The device fails if a defective upper cell in column $j$ meets a defective lower cell in column $j-1$, $j$ or $j+1$. Write $q=1-p$. A column of a surviving device is in one of three states: no defect (weight $q^2$), upper cell defective ($pq$), or lower cell defective ($pq$). Neighbours may be in any combination of these states except one upper and one lower defect.

Let the transfer matrix $M_{uv}$ equal the weight of state $v$ if $v$ may follow $u$, and zero otherwise. Summing the product of weights over all permitted rings gives $S=\mathrm{Tr}\,M^L$. By the symmetry between the layers, one set of eigenvectors has components $(x,y,y)$, with
\begin{align}
\Lambda x&=q^2x+2pq\,y,\\
\Lambda y&=q^2x+pq\,y .
\end{align}
The determinant of this system must vanish:
\begin{equation}
(\Lambda-q^2)(\Lambda-pq)-2pq^3=0 .
\end{equation}
Since $q^2+pq=q$, this becomes
\begin{equation}
\Lambda^2-q\Lambda-pq^3=0,\qquad
\Lambda_\pm=\frac q2\left(1\pm\sqrt{1+4pq}\right).
\end{equation}
The antisymmetric vector $(0,1,-1)$ has eigenvalue $pq$. For small $p$, $\Lambda_+$ is close to 1 and the other two are of order $p$, so for a long ring
\begin{equation}
S\approx\Lambda_+^L=e^{-Lf(p)},\qquad f(p)=-\ln\Lambda_+ .
\end{equation}
To expand $f$, set $u=pq=p-p^2$. Then $\Lambda_+=q(1+u-u^2+2u^3+\cdots)$, and
\begin{align}
\ln\Lambda_+&=\ln q+u-\tfrac32u^2+\tfrac{10}{3}u^3+\cdots\nonumber\\
&=\left(-p-\tfrac12p^2-\tfrac13p^3\right)
+\left(p-\tfrac52p^2+\tfrac{19}{3}p^3\right)+\cdots\nonumber\\
&=-3p^2+6p^3+\cdots,\\
f(p)&=3p^2-6p^3+\cdots .
\label{eq:ring}
\end{align}
The term $3p^2$ counts three possible paths per upper cell. The cubic term comes from paths that share a cell: they tend to occur together and so cover fewer distinct devices.

For a long ring the survival probability is again exponential in the number of columns, which here plays the part of the area. The condition $Lf(p)=1$ gives $p\approx(3L)^{-1/2}$, hence
\begin{equation}
T\approx\tau(3L)^{-1/(2\alpha)} .
\end{equation}
Diagonal contacts change the prefactor and leave the dilute exponent at its value for $n=2$. Between $L=10^4$ and $10^6$, the computed exponent of $p$ at the characteristic lifetime is $-0.5011$. The small excess follows from the cubic term, which changes the root to $p\approx(3L)^{-1/2}(1+p)$: the corrections 0.0058 and 0.0006 at the two ends shift the exponent by $-0.0052/\ln100\approx-0.0011$.

\section{When the sites are not identical}

\subsection{Independent variation from site to site}

Let the time scale of each site be $K\tau$, where $\ln K$ is normal with mean zero and standard deviation $\sigma$, drawn independently for each site. The site law is then averaged over $K$. In the dilute limit,
\begin{equation}
h_1(t)\approx\left\langle K^{-\beta}\right\rangle
\left(\frac t\tau\right)^\beta
=e^{\beta^2\sigma^2/2}\left(\frac t\tau\right)^\beta ,
\end{equation}
where the Gaussian average $\langle e^{-\beta\ln K}\rangle=e^{\beta^2\sigma^2/2}$ has been used. Setting $Nh_1(T)=1$ multiplies the lifetime by
\begin{equation}
\left(e^{\beta^2\sigma^2/2}\right)^{-1/\beta}=e^{-\beta\sigma^2/2}.
\end{equation}
The slope and the area exponent are unchanged. For $\sigma=0.5$ and $\beta=1.5$ the factor is $e^{-0.1875}=0.829$, and quadrature over the full site law at $N=10^{10}$ gives the same value to three digits. Weak sites count for more than strong ones, so the lifetime falls although the median of $K$ is one. The defects must remain dilute in the weak sites that dominate the average.

\subsection{Variation shared by a whole device}

Now let all sites of a device have the same $K$, which varies from device to device. Given $K$, the sites are independent; over the whole population they are not. For a power-law hazard,
\begin{equation}
S_A(t)=\left\langle e^{-x}\right\rangle,\qquad
x=N\left(\frac{t}{K\tau}\right)^\beta .
\label{eq:common}
\end{equation}
$S_A$ depends on $N$ and $t$ through the product $Nt^\beta$ alone. Hence $T\propto N^{-1/\beta}$ still holds with the intrinsic $\beta$. The measured slope is different. From $dx/d\ln t=\beta x$,
\begin{equation}
\frac{d\ln(-\ln S_A)}{d\ln t}
=\frac{\beta\langle xe^{-x}\rangle}{S_A(-\ln S_A)} .
\end{equation}
At $t=T$, $S_A=e^{-1}$ and $-\ln S_A=1$, so
\begin{equation}
\beta_{\rm meas}(T)=\beta\,e\,\langle xe^{-x}\rangle\le\beta .
\label{eq:measured}
\end{equation}
The inequality holds because $xe^{-x}$ has its maximum $e^{-1}$ at $x=1$. Any real spread in $K$ makes it strict.

For $\sigma=0.5$ and $N=10^{10}$ the measured slope is 1.19 instead of 1.5. A hundredfold increase in area shortens the lifetime by a factor of 21.6, whereas inserting the measured slope in (\ref{eq:main}) would predict $100^{1/1.19}\approx48$. The error is more than a factor of two, towards too short a life for the larger device. This result assumes that $K$ is uniform over the whole of the larger device and that only the time scale varies. If the larger device consists of 100 patches of the size of the smaller one, each with its own $K$, the factor is about 26. If $n$ itself varies between devices, $S_A$ no longer depends on a single product $Nt^\beta$. A common $K$ also spoils (\ref{eq:early}), because the population curve is not a power law: for 100 ppm, $t_F/T$ is $1.76\times10^{-3}$, against $2.15\times10^{-3}$ from (\ref{eq:early}) with $\beta=1.5$ and $4.3\times10^{-4}$ with the measured slope.

Two areas can reveal this situation. For independent sites, the Weibull curves coincide after the vertical shift $\ln(A_2/A_1)$ of (\ref{eq:weibull}). For a common $K$, (\ref{eq:common}) makes them coincide after a horizontal shift of $\ln(A_2/A_1)/\beta$, but the vertical shift fails because the curves are no longer straight. The failure shows where the curves bend, near $T$. For the hundredfold area ratio above, the vertical gap is 4.31 instead of $\ln100=4.61$ at the characteristic lifetime of the larger device. At a time twenty times earlier it is 4.60, so early-tail data alone do not reveal a common $K$.

\subsection{A fraction of thin sites}

Let a fixed fraction $\phi$ of independent columns have $n-1$ cells and the rest $n$, with the same $\lambda$ and with $n\ge2$. Hazards add, so in the dilute limit the device hazard is
\begin{equation}
H_A=N\left[(1-\phi)\lambda^n+\phi\lambda^{n-1}\right].
\end{equation}
The two terms are equal at $\lambda=\phi/(1-\phi)$. Let $\phi\ll1$, so that this crossover lies in the dilute range. If the device fails at a $\lambda$ much larger than $\phi$ but still much smaller than one, the normal columns dominate and $\beta\approx n\alpha$. If it fails at a $\lambda$ much smaller than $\phi$, the thin ones dominate and $\beta\approx(n-1)\alpha$. Larger devices fail at smaller $\lambda$, so a slope measured on small capacitors can be too large for a large circuit. Equation (\ref{eq:main}) would then predict too long a life. The local law (\ref{eq:local}) still applies, with the slope taken along the whole path between the two lifetimes. The numerical output that follows gives the values for the uniform oxide, the shared paths and the two kinds of lognormal spread.

\section*{Calculated quantities}
\begin{verbatim}
oxide thickness 3.0 nm, cell edge 1.0 nm
cells per column n = 3, alpha = 0.5, tau = 1.0e+10 s
dilute Weibull slope n*alpha = 1.500
random defects, N=100: failed fraction 0.6309 (expected 0.6321, std. error 0.0034)
random defects, N=1600: failed fraction 0.6318 (expected 0.6321, std. error 0.0034)
N=20: local slope 1.2149, d lnT/d lnA -0.8231, -1/slope -0.8231
N=1000000: local slope 1.4925, d lnT/d lnA -0.6700, -1/slope -0.6700
area 1e+00 um^2: N=1e+06, T=1.0101e+06 s, power law 1e+06 s, ratio 1.01009
area 1e+02 um^2: N=1e+08, T=46516 s, power law 46416 s, ratio 1.00216
area 1e+04 um^2: N=1e+10, T=2155.4 s, power law 2154.4 s, ratio 1.00046
area 1e+06 um^2: N=1e+12, T=100.01 s, power law 100 s, ratio 1.00010
T at 1 um^2 in hours: 280.6 h
time to 100 ppm failures at 1e+06 um^2: 0.2155 s (Weibull rule 0.2155 s)
n=3: T(100 um^2)/T(1e4 um^2) = 21.581, dilute law 21.544
n=6: T(100 um^2)/T(1e4 um^2) = 4.762, dilute law 4.642
lognormal sites, log-width 1: exponent -0.2371 (N=1e4..1e5), -0.1579 (N=1e9..1e10)
ring of 5 columns, p=0.3: survival 0.382011 (enumeration), 0.382011 (matrix)
hazard per column / p^2 at p=0.001: 2.99402, 3-6p = 2.99400
shared-cell paths: d ln p63/d ln L = -0.5011 (dilute limit -0.5000)
site-to-site spread sigma=0.5: T ratio 0.8291 (formula 0.8290), slope 1.4996
device-to-device spread sigma=0.5: area exponent -0.6670, intrinsic -1/beta -0.6667
  measured slope at T 1.1892, formula 1.1895
  factor for 100x area: true 21.58, from measured slope 48.07
\end{verbatim}
